# Valley Selection Rule for Circular Light in the Massive Dirac Model

## Theorem

Let \(\tau=+1\) denote the valley K and \(\tau=-1\) the valley K′, and let \(\mathbf k=(k_x,k_y)\) be measured from the valley point. The massive Dirac Hamiltonian is

\[
H_\tau(\mathbf k)=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z,\qquad \Delta>0. \tag{1}
\]

Circularly polarised light at normal incidence has the electric field

\[
\mathbf E(t)=\mathrm{Re}\left[E_0\boldsymbol\varepsilon_s e^{-i\omega t}\right],\qquad
\boldsymbol\varepsilon_s=\frac{\hat{\mathbf x}+is\hat{\mathbf y}}{\sqrt2},\qquad s=\pm1. \tag{2}
\]

**At \(\mathbf k=0\), the amplitude for absorbing one photon and raising an electron from the valence to the conduction band is nonzero for \(s=\tau\) and zero for \(s=-\tau\).** K therefore absorbs \(s=+1\) and K′ absorbs \(s=-1\).

The assumptions are these:

- The electrons are independent, and the light is uniform over the layer and weak enough for first-order perturbation theory.
- The light enters through minimal coupling in the two-band model.
- The rule concerns real absorption or emission. The other polarisation retains an off-resonant coupling, whose effect is calculated in Lemma 3.

The number \(s\) is the photon angular momentum along \(+z\), in units of \(\hbar\). It equals the helicity for light travelling along \(+z\). For light travelling along \(-z\) the helicity is \(-s\), but the rule \(s=\tau\) is unchanged, because the electrons respond to the sense in which the field rotates in the plane.

## Lemma 1: the valley Hamiltonian from a lattice

Equation (1) contains a convention for which valley is called K. A honeycomb lattice fixes it. Let the lattice constant be \(a\), the nearest-neighbour hopping \(-t\), and the site energies \(+\Delta/2\) on A and \(-\Delta/2\) on B. The vectors from an A site to its neighbours are

\[
\boldsymbol\delta_1=\left(0,\frac{a}{\sqrt3}\right),\qquad
\boldsymbol\delta_{2,3}=\left(\pm\frac a2,-\frac{a}{2\sqrt3}\right).
\]

With Bloch phases taken at the atomic positions, the off-diagonal element at total wavevector \(\mathbf q\) is

\[
H_{AB}=-t\sum_j e^{i\mathbf q\cdot\boldsymbol\delta_j}
=-t\left[e^{iq_ya/\sqrt3}+2\cos\frac{q_xa}{2}\,e^{-iq_ya/(2\sqrt3)}\right]. \tag{3}
\]

Put \(\mathbf q=\mathbf K_\tau+\mathbf k\) with \(\mathbf K_\tau=\tau(4\pi/3a,0)\). Since \(\cos(2\pi\tau/3)=-1/2\) and \(\sin(2\pi\tau/3)=\tau\sqrt3/2\),

\[
2\cos\frac{q_xa}{2}=-1-\tau\frac{\sqrt3}{2}ak_x+O(k^2).
\]

To first order, the bracket in (3) is then

\[
\left(1+\frac{iak_y}{\sqrt3}\right)+\left(-1+\frac{iak_y}{2\sqrt3}-\tau\frac{\sqrt3}{2}ak_x\right)
=-\frac{\sqrt3a}{2}(\tau k_x-ik_y).
\]

Multiplication by \(-t\) gives

\[
H_{AB}=\hbar v(\tau k_x-ik_y)+O(k^2),\qquad \hbar v=\frac{\sqrt3}{2}at. \tag{4}
\]

This is the upper-right element of (1), so the first basis state is the A orbital. ∎

As an example, take the round model parameters \(a=3.2\) Å, \(t=1.25\) eV and \(\Delta=1.6\) eV, which are not meant to describe a particular material. Then \(\hbar v=(\sqrt3/2)(3.2)(1.25)=3.464\) eV Å, or \(v=5.26\times10^5\) m/s.

## Lemma 2: the coupling to light

Let the electron charge be \(-e\), with \(e>0\). Minimal coupling replaces \(\mathbf k\) by \(\mathbf k+e\mathbf A/\hbar\). In a gauge without scalar potential, \(\mathbf E=-\partial\mathbf A/\partial t\), so (2) corresponds to

\[
\mathbf A(t)=\mathrm{Re}\left[\frac{E_0}{i\omega}\boldsymbol\varepsilon_se^{-i\omega t}\right]. \tag{5}
\]

Indeed, \(-\partial/\partial t\) multiplies the complex amplitude by \(i\omega\) and restores \(E_0\boldsymbol\varepsilon_s\). Because (1) is linear in \(\mathbf k\), the perturbation is

\[
V(t)=ev(\tau A_x\sigma_x+A_y\sigma_y)=F e^{-i\omega t}+F^\dagger e^{i\omega t},\qquad
F=\frac{evE_0}{2i\omega}h_s. \tag{6}
\]

The factor \(1/2\) comes from writing the real part as half the sum of a number and its conjugate. The polarisation matrix is

\[
h_s=\tau\varepsilon_x\sigma_x+\varepsilon_y\sigma_y
=\frac{\tau\sigma_x+is\sigma_y}{\sqrt2}
=\frac1{\sqrt2}\begin{pmatrix}0&\tau+s\\ \tau-s&0\end{pmatrix}, \tag{7}
\]

where the last form uses \(i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\). ∎

## Proof of the theorem

At \(\mathbf k=0\) the Hamiltonian is \((\Delta/2)\sigma_z\). For \(\Delta>0\) the conduction state is \(|c\rangle=(1,0)^T\) and the valence state is \(|v\rangle=(0,1)^T\).

In first-order perturbation theory, the \(e^{-i\omega t}\) part of \(V\) enters the amplitude for \(v\to c\) with the phase \(e^{i(\Delta/\hbar-\omega)t}\). This is stationary when \(\hbar\omega=\Delta\), so \(F\) describes absorption. The other part enters with \(e^{i(\Delta/\hbar+\omega)t}\), which is not stationary for any positive \(\omega\). The absorption amplitude is therefore proportional to the upper-right element of (7):

\[
\langle c|h_s|v\rangle=\frac{\tau+s}{\sqrt2}
=\begin{cases}\sqrt2\,\tau,&s=\tau,\\0,&s=-\tau.\end{cases} \tag{8}
\]

This proves the theorem. ∎

**Emission.** The transition \(c\to v\) is driven by \(F^\dagger\), and \(\langle v|h_s^\dagger|c\rangle=\langle c|h_s|v\rangle^*\). An electron–hole pair at \(\mathbf k=0\) thus emits into the same polarisation \(s=\tau\) that can create it.

**Strengths.** Define \(M_s=v\langle c|h_s|v\rangle\). For the allowed polarisation, \(\hbar^2|M_s|^2=2(\hbar v)^2=2(3.464)^2=24.0\) (eV Å)². For the other it is zero. The full lattice has the same values at its valley points: the \(O(k^2)\) terms omitted from (4) change neither the states at \(\mathbf k=0\) nor the first derivative of the Hamiltonian there.

**Sign of the mass.** If \(\Delta<0\), the lower component becomes the conduction state. The relevant element of (7) is then \((\tau-s)/\sqrt2\), and the allowed polarisation is \(s=-\tau\). The valley index alone does not fix the polarisation; the order of the two orbitals matters too.

**Linear light.** For a field along \((\cos\chi,\sin\chi)\), the upper-right element is \(\tau\cos\chi-i\sin\chi=\tau e^{-i\tau\chi}\), of modulus one in both valleys. Linear light excites K and K′ equally, and its direction enters the amplitude only through a phase.

## Proposition 1: the rule follows from threefold rotation

Let \(R\) rotate vectors in the plane by \(\alpha\), and let \(U=\exp(-i\alpha\tau\sigma_z/2)\). For a general polarisation write \(h_{\boldsymbol\varepsilon}=\tau\varepsilon_x\sigma_x+\varepsilon_y\sigma_y\). Then

\[
Uh_{\boldsymbol\varepsilon}U^\dagger=h_{R\boldsymbol\varepsilon}. \tag{9}
\]

*Proof.* Conjugation by \(U\) multiplies the upper-right element by \(e^{-i\tau\alpha}\):

\[
\begin{aligned}
e^{-i\tau\alpha}(\tau\varepsilon_x-i\varepsilon_y)
&=(\cos\alpha-i\tau\sin\alpha)(\tau\varepsilon_x-i\varepsilon_y)\\
&=\tau(\cos\alpha\,\varepsilon_x-\sin\alpha\,\varepsilon_y)-i(\sin\alpha\,\varepsilon_x+\cos\alpha\,\varepsilon_y).
\end{aligned}
\]

The two brackets are the components of \(R\boldsymbol\varepsilon\). The lower-left element follows in the same way with \(i\) replaced by \(-i\) in the matrices. ∎

Circular vectors satisfy \(R\boldsymbol\varepsilon_s=e^{-is\alpha}\boldsymbol\varepsilon_s\). Taking the element of (9) between \(\langle c|\) and \(|v\rangle\) gives

\[
\left(e^{-i\tau\alpha}-e^{-is\alpha}\right)\langle c|h_s|v\rangle=0. \tag{10}
\]

For \(s=-\tau\) the bracket vanishes only if \(e^{2i\tau\alpha}=1\). The threefold angle \(\alpha=2\pi/3\) does not satisfy this condition, so the matrix element must vanish. Full rotational symmetry is not needed: on the lattice this rotation permutes the \(\boldsymbol\delta_j\), so (3) obeys \(H_{AB}(\mathbf K_\tau+R\mathbf k)=e^{-i\tau\alpha}H_{AB}(\mathbf K_\tau+\mathbf k)\) at \(\alpha=2\pi/3\), and differentiating at \(\mathbf k=0\) gives (9) for this angle. The two band-edge states carry different rotation phases, and the photon has to supply the difference.

Time reversal relates the valleys. Complex conjugation gives \((h^{(\tau)}_{\boldsymbol\varepsilon})^*=-h^{(-\tau)}_{\boldsymbol\varepsilon^*}\), because \(\sigma_y^*=-\sigma_y\). Since \(\boldsymbol\varepsilon_s^*=\boldsymbol\varepsilon_{-s}\) and the states at \(\mathbf k=0\) are real, the strength for \(s\) at one valley equals that for \(-s\) at the other.

## Lemma 3: what the other polarisation does

The coupling matrix for \(s=-\tau\) is not zero; only its absorbing element is. The complete dynamics at \(\mathbf k=0\) can be solved in the model (1). Taking the real part in (5) gives

\[
\mathbf A(t)=\frac{E_0}{\sqrt2\,\omega}(-\sin\omega t,\;s\cos\omega t).
\]

With \(W=evE_0/(\sqrt2\,\omega)\) and \(p=s\tau\), the conduction–valence element of \(V\) is

\[
ev(\tau A_x-iA_y)=W(-\tau\sin\omega t-is\cos\omega t)=-isWe^{-ip\omega t}. \tag{11}
\]

Let \(c(t)\) and \(b(t)\) be the conduction and valence amplitudes. They obey

\[
i\hbar\dot c=\frac\Delta2c-isWe^{-ip\omega t}b,\qquad
i\hbar\dot b=-\frac\Delta2b+isWe^{ip\omega t}c.
\]

Substitute \(c=e^{-ip\omega t/2}C\) and \(b=e^{ip\omega t/2}B\). Differentiating the phases adds \(p\hbar\omega C/2\) to the left side of the first equation and \(-p\hbar\omega B/2\) to that of the second. Moving these terms to the right leaves constant coefficients:

\[
i\hbar\frac{d}{dt}\begin{pmatrix}C\\B\end{pmatrix}
=G\begin{pmatrix}C\\B\end{pmatrix},\qquad
G=\begin{pmatrix}D&-isW\\isW&-D\end{pmatrix},\qquad
D=\frac{\Delta-p\hbar\omega}{2}.
\]

Since \(G^2=(D^2+W^2)I\), define \(\hbar\Omega=\sqrt{D^2+W^2}\). The exponential series then sums to

\[
e^{-iGt/\hbar}=\cos\Omega t\;I-\frac{i}{\hbar\Omega}G\sin\Omega t.
\]

Starting in the valence state, \(C(0)=0\) and \(B(0)=1\), one finds \(C=-(sW/\hbar\Omega)\sin\Omega t\), and hence

\[
P_c(t)=\frac{W^2}{W^2+D^2}\sin^2\Omega t. \tag{12}
\]

For \(s=\tau\), \(D\) vanishes at \(\hbar\omega=\Delta\) and the transfer is complete. For \(s=-\tau\), \(D=(\Delta+\hbar\omega)/2\) is positive at every photon energy, so the model (1) has no resonance. At \(\hbar\omega=\Delta\) the population then satisfies

\[
P_c\le\frac{W^2}{W^2+\Delta^2}. \tag{13}
\]
∎

For \(E_0=0.01\) V/Å and \(\hbar\omega=\Delta=1.6\) eV,

\[
W=\frac{(3.464)(0.01)}{\sqrt2\,(1.6)}\ \text{eV}=15.3\ \text{meV}.
\]

The allowed polarisation first fills the conduction state at \(\pi\hbar/(2W)=67.5\) fs. The other polarisation never exceeds a population of \(9.15\times10^{-5}\). Relaxation and electron–electron interaction are absent here, so the complete inversion belongs to the isolated two-level problem. The absence of any resonance for \(s=-\tau\) likewise belongs to the model (1). On the lattice, the \(O(k^2)\) terms omitted from (4) allow this polarisation a two-photon resonance near \(\hbar\omega=\Delta/2\), which lies outside the first-order selection rule.

The small population is not a count of absorbed photons. It oscillates without accumulating, and it depends on the gauge because it is a projection onto field-free states. Even the instantaneous lower eigenstate of \((\Delta/2)\sigma_z+V\) has such a projection. Its mixing angle obeys \(\tan\vartheta=2W/\Delta\), and for \(W\ll\Delta\) its conduction weight is \(\sin^2(\vartheta/2)\approx W^2/\Delta^2\), the same size as (13).

## Proposition 2: loss of selectivity away from the valley point

Write \(\mathbf k=k(\cos\phi,\sin\phi)\) and define

\[
\mathcal E=\sqrt{\left(\frac\Delta2\right)^2+(\hbar vk)^2},\qquad
\cos\theta=\frac{\Delta}{2\mathcal E},\qquad
\sin\theta=\frac{\hbar vk}{\mathcal E}.
\]

Then

\[
|M_s|^2=\frac{v^2}{2}(1+s\tau\cos\theta)^2. \tag{14}
\]

*Proof.* Since \(\tau k_x-ik_y=\tau ke^{-i\tau\phi}\),

\[
H_\tau=\mathcal E\begin{pmatrix}\cos\theta&\tau e^{-i\tau\phi}\sin\theta\\
\tau e^{i\tau\phi}\sin\theta&-\cos\theta\end{pmatrix}.
\]

Its normalised eigenvectors, with energies \(+\mathcal E\) and \(-\mathcal E\), are

\[
u_c=\begin{pmatrix}\cos\frac\theta2\\ \tau e^{i\tau\phi}\sin\frac\theta2\end{pmatrix},\qquad
u_v=\begin{pmatrix}-\tau e^{-i\tau\phi}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.
\]

For example, the upper component of \(H_\tau u_c/\mathcal E\) is \(\cos\theta\cos(\theta/2)+\sin\theta\sin(\theta/2)=\cos(\theta/2)\). The lower one follows from the sine difference formula, and \(u_v\) is orthogonal to \(u_c\). Inserting both vectors in (7) gives

\[
M_s=\frac{v}{\sqrt2}\left[(\tau+s)\cos^2\frac\theta2-(\tau-s)e^{-2i\tau\phi}\sin^2\frac\theta2\right].
\]

For \(s=\tau\) the modulus is \(\sqrt2v\cos^2(\theta/2)\), and for \(s=-\tau\) it is \(\sqrt2v\sin^2(\theta/2)\). The half-angle formulas turn the squares into (14). ∎

The ratio of the suppressed to the favoured strength is \(\tan^4(\theta/2)\). Near the valley point \(\tan\theta=2\hbar vk/\Delta\) is small, so \(\theta/2\approx\hbar vk/\Delta\) and

\[
\frac{|M_{-\tau}|^2}{|M_\tau|^2}\approx\left(\frac{\hbar vk}{\Delta}\right)^4. \tag{15}
\]

In the Dirac model the suppressed amplitude thus grows as \(k^2\). The lattice adds a contribution linear in \(k\), which is derived after the table. The degree of polarisation is

\[
\mathcal P=\frac{|M_+|^2-|M_-|^2}{|M_+|^2+|M_-|^2}
=\frac{4\tau\cos\theta}{2+2\cos^2\theta}
=\frac{2\tau\cos\theta}{1+\cos^2\theta}. \tag{16}
\]

At photon energy \(\hbar\omega=2\mathcal E\), all resonant states of a valley lie on one ring with \(\cos\theta=\Delta/\hbar\omega\). Thus (16) also gives the polarisation of that valley's absorption, within the independent-particle Dirac model. For \(\hbar\omega\gg\Delta\) it falls as \(2\tau\Delta/\hbar\omega\). If \(\Delta=0\) and \(k\ne0\), the two strengths are equal. If \(\Delta=0\) and \(k=0\), the bands are degenerate and the question has no definite answer.

For K in the Dirac model with the example parameters, the strengths \(\hbar^2|M_s|^2\) are as follows.

| \(k\) (Å⁻¹) | \(2\mathcal E\) (eV) | \(s=+1\) (eV Å)² | \(s=-1\) (eV Å)² | \(\mathcal P\) |
|---|---|---|---|---|
| 0 | 1.600 | 24.00 | 0 | 1 |
| 0.05 | 1.637 | 23.46 | 0.003 | 0.9997 |
| 0.10 | 1.744 | 22.06 | 0.041 | 0.996 |
| 0.20 | 2.117 | 18.50 | 0.357 | 0.962 |
| 0.30 | 2.623 | 15.55 | 0.913 | 0.889 |

At \(k=0.20\) Å⁻¹, for instance, \(\cos\theta=1.600/2.117=0.756\) and \((\hbar v)^2/2=6.00\) (eV Å)². Equation (14) gives \(6.00(1.756)^2=18.5\) and \(6.00(0.244)^2=0.36\) (eV Å)². In the Dirac model, a transition about half an electronvolt above the gap is still strongly polarised.

The suppressed strengths and the degrees of polarisation at \(k\ne0\) are not those of the lattice. With the example parameters, the lattice absorption of valley K at a transition energy of 2.117 eV has a degree of polarisation of about 0.87, compared with 0.96 in the Dirac model. Expanding (3) to second order adds \(-(ta^2/8)(k_x+i\tau k_y)^2\) to \(H_{AB}\). For \(s=-\tau\) one has \(\varepsilon_x+i\tau\varepsilon_y=\sqrt2\), so the derivative of this term along \(\boldsymbol\varepsilon_{-\tau}\) is \(-(\sqrt2\,ta^2/4)(k_x+i\tau k_y)\). The change of the states with \(k\) does not contribute at first order, because the derivative of the Hamiltonian has no diagonal elements. Dividing by the favoured amplitude \(\sqrt2\,\hbar v=\sqrt2\,(\sqrt3/2)at\) gives a ratio of modulus \(ka/(2\sqrt3)\). The leading strength ratio on the lattice is therefore \((ka)^2/12\). With the example parameters this expression exceeds (15) for \(k\) below about 0.2 Å⁻¹. The linear and quadratic amplitudes interfere, however, so beyond the smallest \(k\) the lattice ratio depends strongly on the direction of \(\mathbf k\): it ranges from \(1.8\times10^{-3}\) to \(1.8\times10^{-2}\) at \(k=0.10\) Å⁻¹ and from \(3\times10^{-4}\) to \(0.10\) at \(k=0.20\) Å⁻¹. The selection rule at \(k=0\) is unaffected.

## Proposition 3: failure when threefold symmetry is broken

Multiply the hopping along \(\boldsymbol\delta_1\) by \(\lambda\), with \(0<\lambda<2\), and keep the geometry fixed. The bracket in (3) becomes

\[
\lambda e^{iq_ya/\sqrt3}+2\cos\frac{q_xa}{2}\,e^{-iq_ya/(2\sqrt3)}.
\]

It vanishes at \(q_y=0\) and \(\cos(q_xa/2)=-\lambda/2\). These points are the new band edges, since the energies \(\pm\sqrt{(\Delta/2)^2+|H_{AB}|^2}\) are closest where \(H_{AB}=0\). At the edge belonging to valley \(\tau\), \(\sin(q_xa/2)=\tau\sqrt{1-\lambda^2/4}\). With \(\mathbf k\) now measured from this edge, the linear terms of the bracket are

\[
i\lambda ak_y\left(\frac1{\sqrt3}+\frac1{2\sqrt3}\right)-\tau a\sqrt{1-\frac{\lambda^2}{4}}\,k_x.
\]

Multiplying by \(-t\) gives \(H_{AB}\approx\hbar(\tau v_xk_x-iv_yk_y)\), where

\[
\hbar v_x=at\sqrt{1-\frac{\lambda^2}{4}},\qquad
\hbar v_y=\frac{\sqrt3}{2}\lambda at. \tag{17}
\]

The band-edge amplitude for \(\boldsymbol\varepsilon_s\) is consequently \((\tau v_x+sv_y)/\sqrt2\), and

\[
\frac{|M_{-\tau}|^2}{|M_\tau|^2}=\left(\frac{v_x-v_y}{v_x+v_y}\right)^2. \tag{18}
\]
∎

For \(\lambda=1\) the velocities are equal and the theorem is recovered. For \(\lambda=1.1\) the edge of valley K moves by 0.037 Å⁻¹ along \(x\), while \(\hbar v_x=3.341\) eV Å and \(\hbar v_y=3.811\) eV Å. The ratio is \((0.470/7.151)^2=4.3\times10^{-3}\) in both valleys. A 10% increase of one of the three hoppings therefore admits the forbidden polarisation at 0.4% of the favoured strength.

A forbidden polarisation still exists at the new edge, but it is elliptical. The amplitude \(\tau v_x\varepsilon_x-iv_y\varepsilon_y\) vanishes when \(\varepsilon_y/\varepsilon_x=-i\tau v_x/v_y\), which reduces to the circular vector \(s=-\tau\) when \(v_x=v_y\).

These results concern the creation or emission of an electron–hole pair at a given wavevector. The polarisation of light emitted after a delay also depends on scattering between the valleys, and a bound exciton combines pair states with a range of \(\mathbf k\). Both lie outside the theorem.
